**Maxwellian electrons in a dc field: collision averages, exact moments and simulation**

For elastic collisions at constant momentum-transfer frequency $\nu$, the isotropic part of the steady electron distribution is, to leading order in $m/M$, a Maxwellian with $kT_e=kT_g+M(eE)^2/(3m^2\nu^2)$. Here $m$ and $M$ are the electron and atom masses, $T_g$ is the gas temperature, $e$ is the elementary charge and $E$ is the field. The program asserts the mean and mean-square energy exchange for a general scattering angle, and compares the differential collision operator with these averages on a non-equilibrium distribution. For isotropic scattering it solves a closed set of velocity-moment equations at any mass ratio and asserts their limits for small $m/M$. A Monte Carlo simulation at $M/m=400$ is required to reproduce the Maxwellian energy fractions within 0.01, the temperature within 2% and the drift within 3%. The sampled temperature is 2.932 in units of the gas temperature, against 2.920 from the formula. For the model gas with $M=4$ u, $T_g=300$ K, $\nu=2\times10^9\ \mathrm{s^{-1}}$ and $E=100$ V/m, the output gives $kT_e=1.095$ eV.

## Check in Python

```python
"""Electrons in a dc field with elastic collisions at constant frequency.

Result under test: for m/M -> 0 the isotropic part of the steady velocity
distribution is a Maxwellian with
    k Te = k Tg + M (e E)^2 / (3 m^2 nu^2).
m, M: electron and atom mass; Tg: gas temperature; E: field;
nu: momentum-transfer frequency, independent of speed.
Symbols in the algebra: r = m/M, s = k Tg/m, b = e E/(m nu),
c1, c2 = means of cos(chi) and cos(chi)^2 over the scattering angle chi.
The z axis is along the electric force.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gammaincc

r, s, q, b, k, p, u, y, v = sp.symbols("r s q b k p u y v", positive=True)
c1, c2 = sp.symbols("c1 c2", real=True)
X, Y, Z = sp.symbols("X Y Z", real=True)


def atom_average(expression):
    """Average over atom velocity (X, Y, Z): Gaussian, variance k Tg/M = r s."""
    total = 0
    for powers, coefficient in sp.Poly(sp.expand(expression), X, Y, Z).terms():
        if any(n % 2 for n in powers):
            continue
        weight = 1
        for n in powers:
            weight *= sp.factorial2(n - 1) * (r * s) ** (n // 2) if n else 1
        total += coefficient * weight
    return sp.expand(total)


def dot(left, right):
    return sum(i * j for i, j in zip(left, right))


# Two-body kinematics, k = 1/(1+r): electron velocity = centre + relative part.
electron = (p, sp.Integer(0), u)
atom = (X, Y, Z)
centre = [k * (r * i + j) for i, j in zip(electron, atom)]
relative = [k * (i - j) for i, j in zip(electron, atom)]

# --- Energy exchange for a general scattering angle, electron along z ---
C = [item.subs({p: 0, u: v}) for item in centre]
G = [item.subs({p: 0, u: v}) for item in relative]
CC, GG, CG = dot(C, C), dot(G, G), dot(C, G)
after2 = CC + GG + 2 * c1 * CG
after4 = ((CC + GG) ** 2 + 4 * (CC + GG) * c1 * CG
          + 2 * (CC * GG * (1 - c2) + CG ** 2 * (3 * c2 - 1)))


def first_order(expression):
    """Coefficient of r in a collision-averaged change."""
    full = atom_average(expression).subs(k, 1 / (1 + r))
    return sp.expand(sp.diff(full, r).subs(r, 0))


gain2 = first_order(after2 - v ** 2)
gain4 = first_order(after4 - v ** 4)
square_change = sp.expand(gain4 - 2 * v ** 2 * gain2)
assert sp.expand(gain2 - (1 - c1) * (-2 * v ** 2 + 6 * s)) == 0
assert sp.expand(square_change - (1 - c1) * 8 * s * v ** 2) == 0

# The differential collision operator must give the same gains for a
# distribution that is not an equilibrium one.
trial = sp.exp(-v)
operator_v2 = sp.diff(v ** 3 * trial + s * v ** 2 * sp.diff(trial, v), v)
for power, gain in ((2, gain2), (4, gain4)):
    from_operator = sp.integrate(sp.expand(v ** power * operator_v2), (v, 0, sp.oo))
    from_collisions = sp.integrate(
        sp.expand(v ** 2 * trial * gain.subs(c1, 0)), (v, 0, sp.oo))
    assert sp.simplify(from_operator - from_collisions) == 0

# --- Exact steady moments, isotropic scattering, any mass ratio ---
CC, GG, Cz = dot(centre, centre), dot(relative, relative), centre[2]
m_u, m_y, m_uu, m_yu, m_yy = sp.symbols("m_u m_y m_uu m_yu m_yy")
moment = {(0, 0): 1, (0, 1): m_u, (1, 0): m_y,
          (0, 2): m_uu, (1, 1): m_yu, (2, 0): m_yy}
third = sp.Rational(1, 3)
balance = [  # (value after collision, moment before, field derivative)
    (Cz, m_u, 1),
    (CC + GG, m_y, 2 * m_u),
    (Cz ** 2 + third * GG, m_uu, 2 * m_u),
    ((CC + 5 * third * GG) * Cz, m_yu, m_y + 2 * m_uu),
    ((CC + GG) ** 2 + 4 * third * CC * GG, m_yy, 4 * m_yu),
]
equations = []
for after, before, field in balance:
    averaged = sp.expand(atom_average(after).subs(p, sp.sqrt(y - u ** 2)))
    mean_after = sum(coefficient * moment[powers] for powers, coefficient
                     in sp.Poly(averaged, y, u).terms())
    equations.append((mean_after - before + b * field).subs(k, 1 / (1 + r)))
exact = sp.solve(equations, [m_u, m_y, m_uu, m_yu, m_yy], dict=True)[0]


def scaled(expression):
    """Keep the heating finite as r -> 0 by setting b^2 = r q."""
    return sp.cancel(sp.together(sp.cancel(expression).subs(b, sp.sqrt(r * q))))


exact_v2, exact_v4 = scaled(exact[m_y]), scaled(exact[m_yy])
drift_ratio, flux_ratio = scaled(exact[m_u] / b), scaled(exact[m_yu] / b)
te_over_m = s + q / 3
assert sp.simplify(exact_v2.subs(r, 0) - 3 * te_over_m) == 0
assert sp.simplify(exact_v4.subs(r, 0) - 15 * te_over_m ** 2) == 0
assert sp.simplify(drift_ratio.subs(r, 0) - 1) == 0
assert sp.simplify(flux_ratio.subs(r, 0) - 5 * te_over_m) == 0

# --- Monte Carlo with real collisions; units m = nu = k Tg = 1 ---
rng = np.random.default_rng(7)
mass_ratio, acceleration, electrons = 400.0, 0.12, 15000
rm = 1 / mass_ratio
te_mc = 1 + mass_ratio * acceleration ** 2 / 3
edges = np.array([0, 0.5, 1, 2, 4, np.inf])
counts, energy_sum, drift_sum, snapshots = np.zeros(5), 0.0, 0.0, 0
velocity = np.zeros((3, electrons))
for step in range(2800):
    velocity[2] += acceleration * rng.standard_exponential(electrons)
    if step >= 1400 and step % 10 == 0:
        energy = 0.5 * (velocity ** 2).sum(axis=0)
        counts += np.histogram(energy / te_mc, bins=edges)[0]
        energy_sum += energy.mean()
        drift_sum += velocity[2].mean()
        snapshots += 1
    gas = rng.standard_normal((3, electrons)) * np.sqrt(rm)
    speed = np.sqrt(((velocity - gas) ** 2).sum(axis=0))
    direction = rng.standard_normal((3, electrons))
    direction /= np.sqrt((direction ** 2).sum(axis=0))
    velocity = (rm * velocity + gas + speed * direction) / (1 + rm)
fractions = counts / counts.sum()
maxwell = -np.diff(gammaincc(1.5, edges))
te_sampled = 2 * energy_sum / snapshots / 3
drift_sampled = drift_sum / snapshots
# Tolerances cover sampling noise and the finite mass ratio.
assert np.all(abs(fractions - maxwell) < 0.01)
assert abs(fractions[-1] / maxwell[-1] - 1) < 0.10
assert abs(te_sampled / te_mc - 1) < 0.02
assert abs(drift_sampled / acceleration - 1) < 0.03

# --- Worked example, SI units ---
e, m, kB = const.e, const.m_e, const.k
M, Tg, nu, E, threshold = 4 * const.atomic_mass, 300.0, 2e9, 100.0, 20.0
w = e * E / (m * nu)
gas_ev = kB * Tg / e
heating_ev = M * (e * E) ** 2 / (3 * m ** 2 * nu ** 2) / e
te_ev = gas_ev + heating_ev
power_in = E * w


def energy_density(x):
    """Maxwellian energy distribution at Te, x in eV."""
    return 2 / np.sqrt(np.pi) * np.sqrt(x) * te_ev ** -1.5 * np.exp(-x / te_ev)


norm = quad(energy_density, 0, 40 * te_ev)[0]
mean_ev = quad(lambda x: x * energy_density(x), 0, 40 * te_ev)[0]
power_out = 2 * m / M * nu * (mean_ev - 1.5 * gas_ev)
assert abs(norm - 1) < 1e-6
assert abs(power_out / power_in - 1) < 1e-5
v_rms = np.sqrt(3 * te_ev * e / m)
anisotropy = m * w * v_rms / (te_ev * e)
assert anisotropy < 3 * np.sqrt(m / M)
limit_ev = te_ev ** 2 * e / (2 * m * w ** 2)
above = gammaincc(1.5, threshold / te_ev)
inelastic_ratio = above * threshold * nu / power_in
assert inelastic_ratio < 0.05
values = {r: m / M, s: gas_ev / te_ev, q: 3 * heating_ev / te_ev}
t_exact = float(exact_v2.subs(values)) / 3
shape = float(exact_v4.subs(values)) / (15 * t_exact ** 2)
assert abs(t_exact - 1) < 10 * m / M and abs(shape - 1) < 10 * m / M

print("SYMBOLIC COLLISION AVERAGES (coefficient of m/M, s = kTg/m)")
print("change of v^2 per collision:", sp.factor(gain2))
print("mean (change of v^2)^2 per collision:", sp.factor(square_change))
print("MONTE CARLO (units m = nu = kTg = 1)")
print(f"mass ratio M/m: {mass_ratio:.0f}")
print(f"acceleration eE/m: {acceleration:.2f}")
print(f"electrons: {electrons}, snapshots: {snapshots}")
print(f"kTe from formula: {te_mc:.3f}")
print(f"2/3 of sampled mean energy: {te_sampled:.3f}")
print(f"drift from formula: {acceleration:.4f}, sampled: {drift_sampled:.4f}")
for low, high, found, expected in zip(edges[:-1], edges[1:], fractions, maxwell):
    print(f"energy/kTe {low:.1f} to {high:.1f}: sampled {found:.4f}, "
          f"Maxwellian {expected:.4f}")
print("WORKED EXAMPLE (model gas)")
print(f"atom mass M: {M / const.atomic_mass:.1f} u")
print(f"mass ratio M/m: {M / m:.1f}")
print(f"gas temperature Tg: {Tg:.0f} K")
print(f"collision frequency nu: {nu:.1e} 1/s")
print(f"field E: {E:.0f} V/m")
print(f"drift speed w: {w:.1f} m/s")
print(f"kTg: {gas_ev:.5f} eV")
print(f"field term M(eE)^2/(3 m^2 nu^2): {heating_ev:.4f} eV")
print(f"kTe: {te_ev:.4f} eV")
print(f"Te: {te_ev * e / kB:.0f} K")
print(f"mean electron energy: {mean_ev:.4f} eV")
print(f"power gained from field: {power_in:.4e} eV/s")
print(f"power lost to atoms (quadrature): {power_out:.4e} eV/s")
print(f"energy relaxation time M/(2 m nu): {M / (2 * m * nu) * 1e6:.3f} microseconds")
print(f"rms speed: {v_rms:.3e} m/s")
print(f"f1/f0 at rms speed: {anisotropy:.4f}")
print(f"bound 3 sqrt(m/M): {3 * np.sqrt(m / M):.4f}")
print(f"energy where f1 = f0: {limit_ev:.0f} eV")
print(f"exact-moment temperature / formula - 1: {t_exact - 1:.2e}")
print(f"exact <v^4> / Maxwellian value at same <v^2> - 1: {shape - 1:.2e}")
print(f"inelastic threshold: {threshold:.0f} eV")
print(f"fraction of electrons above threshold: {above:.2e}")
print(f"estimated inelastic loss / field power: {inelastic_ratio:.2e}")
print("tests ok")
```

It prints:

```
SYMBOLIC COLLISION AVERAGES (coefficient of m/M, s = kTg/m)
change of v^2 per collision: -2*(c1 - 1)*(3*s - v**2)
mean (change of v^2)^2 per collision: -8*s*v**2*(c1 - 1)
MONTE CARLO (units m = nu = kTg = 1)
mass ratio M/m: 400
acceleration eE/m: 0.12
electrons: 15000, snapshots: 140
kTe from formula: 2.920
2/3 of sampled mean energy: 2.932
drift from formula: 0.1200, sampled: 0.1197
energy/kTe 0.0 to 0.5: sampled 0.1992, Maxwellian 0.1987
energy/kTe 0.5 to 1.0: sampled 0.2281, Maxwellian 0.2288
energy/kTe 1.0 to 2.0: sampled 0.3099, Maxwellian 0.3109
energy/kTe 2.0 to 4.0: sampled 0.2154, Maxwellian 0.2155
energy/kTe 4.0 to inf: sampled 0.0473, Maxwellian 0.0460
WORKED EXAMPLE (model gas)
atom mass M: 4.0 u
mass ratio M/m: 7291.6
gas temperature Tg: 300 K
collision frequency nu: 2.0e+09 1/s
field E: 100 V/m
drift speed w: 8794.1 m/s
kTg: 0.02585 eV
field term M(eE)^2/(3 m^2 nu^2): 1.0687 eV
kTe: 1.0946 eV
Te: 12702 K
mean electron energy: 1.6418 eV
power gained from field: 8.7941e+05 eV/s
power lost to atoms (quadrature): 8.7941e+05 eV/s
energy relaxation time M/(2 m nu): 1.823 microseconds
rms speed: 7.600e+05 m/s
f1/f0 at rms speed: 0.0347
bound 3 sqrt(m/M): 0.0351
energy where f1 = f0: 1362 eV
exact-moment temperature / formula - 1: 4.02e-04
exact <v^4> / Maxwellian value at same <v^2> - 1: 4.71e-04
inelastic threshold: 20 eV
fraction of electrons above threshold: 5.75e-08
estimated inelastic loss / field power: 2.61e-03
tests ok
```
